# Zero-temperature strong-field hopping and the field to the power −1/4

## One site between two electrodes

Consider an insulating film of thickness $L$ with a single localized state at distance $x$ from the injecting electrode. At zero temperature an electron can only lose energy in a hop, by emitting phonons. Let the site lie below the highest filled level of the injecting electrode and above the lowest empty level of the collecting one. The two hop rates are

$$w_1=\nu_0e^{-2x/a},\qquad w_2=\nu_0e^{-2(L-x)/a},$$

where $a$ is the decay length of the wave function, $\psi\sim e^{-r/a}$, and $\nu_0$ is an attempt rate. If the site is occupied with probability $p$, the steady state requires $w_1(1-p)=w_2p$, so $p=w_1/(w_1+w_2)$. The current through the site is

$$\frac Ie=w_2p=\frac{w_1w_2}{w_1+w_2}.$$

This lies between half the smaller rate and the smaller rate itself. Apart from a factor of at most two, the longer hop fixes the current. The field does not appear in the rates; it decides which hops go downhill. Both features survive with many sites, and together they give the field law.

## Model and result

Sites are scattered at random and independently in space and energy, with constant density $g$ per volume and per energy. Each holds at most one electron. The field $F$ exerts a force $f=eF$ on an electron along $+x$; currents are given as magnitudes. A site with energy $\varepsilon$ in zero field has total energy

$$E=\varepsilon-fx .$$

An electron hops from a full site to an empty one at distance $r$ with rate $\nu_0e^{-2r/a}$ if $E$ decreases, and with rate zero otherwise. The injecting electrode, at $x=0$, is filled up to $E=0$. The collecting electrode, at $x=L$, is empty above $E=-fL$. Each electrode exchanges electrons with a site at the rate set by the site's distance from it.

To leading order in a large exponent,

$$\ln\frac{I}{e\nu_0}\simeq-\left(\frac{F_0}{F}\right)^{1/4},\qquad F_0=\frac{16}{v\,e\,g\,a^4},\tag{1}$$

with $v$ a pure number, close to 1.6. The sign $\simeq$ means that the ratio of the two sides tends to one when $R_c/a$ and $L/R_c$ both become large, $R_c$ being the critical hop length found below. The width of the film must also be large compared with $R_c$, and its dimensions in units of $R_c$ may grow no faster than powers of $R_c/a$. An area exponentially large in $L/R_c$ is excluded, because it would contain rare easy paths. The prefactor of the current is not determined.

## The longest unavoidable hop fixes the current

Sites with $E>0$ cannot be filled from the injecting electrode and end up empty. Sites with $E<-fL$ cannot empty into the collecting electrode and end up full. Current is carried by the $S$ sites in between, whose mean number in a film of area $A$ is $gfL\cdot LA$.

For each downhill path between the electrodes, note its longest hop. Let $B$, the bottleneck, be the smallest value of this longest hop among all paths.

**Upper bound.** Each electron that crosses the film makes at least one hop of length $B$ or more. There are at most $P=2S+S(S-1)/2+1$ allowed hops: to and from the electrodes, between pairs of sites, and directly across. A hop of length at least $B$ occurs at a rate no larger than $\nu_0e^{-2B/a}$, so

$$\frac Ie\le P\,\nu_0e^{-2B/a}.\tag{2}$$

**Lower bound.** Let $n_i$ be 1 or 0 for a full or empty site. The mean flux from $i$ to $j$ is $j_{ij}=w_{ij}\langle n_i(1-n_j)\rangle$. Choose an energy between $E_i$ and $E_j$. In the steady state the total flux down through this energy equals $I/e$, since charge does not accumulate and nothing flows up. The flux $j_{ij}$ is one non-negative part of that total, hence $j_{ij}\le I/e$.

Now follow a path of $M$ hops whose longest hop is $B$. Number its points from 0, the injecting electrode, to $M$, the collecting one. The first counts as full, $n_0=1$, and the last as empty, $n_M=0$. At every instant there must be a place along the path where a full point is followed by an empty one. Therefore $\sum_k\langle n_k(1-n_{k+1})\rangle\ge1$. Each hop rate on the path is at least $\nu_0e^{-2B/a}$, and adding the $M$ fluxes gives

$$M\frac Ie\ \ge\ \sum_{k=0}^{M-1}w_{k,k+1}\langle n_k(1-n_{k+1})\rangle\ \ge\ \nu_0e^{-2B/a}.\tag{3}$$

Correlations between occupations are retained; no mean-field step has been made. Since $M\le S+1$, the bounds (2) and (3) differ by a power of $S$, and

$$\ln\frac I{e\nu_0}=-\frac{2B}a+O(\ln S).$$

The bounds were tested on five random cells of six sites each, for three values of $2/a$, by solving the master equation for all $2^6$ occupations. Both held in every case. In one cell, in scaled units, the bottleneck was 1.8267, while $-\ln(I/e\nu_0)/(2/a)$ was 1.8266 at $2/a=40$.

## The bottleneck as a moving front

It remains to find $B$. Suppose that only hops shorter than $R$ are allowed, and ask whether the film can still be crossed. An electron starting at $E=0$ has energy $fL$ to lose before it falls below the empty levels of the collector.

Use the lost energy $\tau=-E$ as a clock. As $\tau$ increases, sites appear at random places at rate $g$ per volume. A new site can be reached if it lies within $R$ of a site already reached. The reached region therefore grows, and its foremost point advances along $x$.

This front has a definite mean speed. Let $t(X)$ be the mean energy lost before a path from one site advances by $X$. After it has done so, the sites at lower energy are a fresh random set, and the path can start again from where it stands. Hence $t(X+Y)\le t(X)+t(Y)$, which ensures that $t(X)/X$ has a limit at large $X$. The speed is the inverse of this limit.

Its dependence on $g$ and $R$ follows from scaling. Measure length in units of $R$. The rate of appearance per unit scaled volume is then $gR^3$, so the natural unit of energy is $1/(gR^3)$. Speed is length per energy, and

$$\text{speed}=v\,\frac{R}{1/(gR^3)}=v\,gR^4.$$

In a thick film a path exists if the front covers $L$ before the energy $fL$ is spent, that is if $vgR^4fL>L$. The thickness cancels, and the critical hop length is

$$R_c=(v\,g\,eF)^{-1/4}.\tag{4}$$

For $R<R_c$ the paths lose energy faster than the field supplies it, and the electrons sink into filled states. For $R>R_c$ they can keep pace with the falling potential. Thus $B/R_c\to1$ in a large film. Inserting (4) in $2B/a$ gives

$$\frac{2R_c}a=\left(\frac{2^4}{a^4}\,\frac1{v\,g\,eF}\right)^{1/4}=\left(\frac{F_0}F\right)^{1/4},$$

which is (1). Of the four powers of $R$, three come from the volume searched and one from the distance gained along the field.

## The number $v$

Set $g=R=1$. A lower bound follows from one permitted strategy: always take the next site that appears in the forward half of the unit sphere. Its speed is the rate of such hops times their mean advance, which is the integral of $x$ over the half-sphere:

$$v\ge\int_0^1x\,\pi(1-x^2)\,dx=\pi\left(\tfrac12-\tfrac14\right)=\frac\pi4 .$$

Using $v=\pi/4$ in (4) is the same as the estimate $\pi gfR^4/4=1$: on average one site ahead of the electron, within $R$, that has lower $E$ but higher $\varepsilon$ than the site it leaves.

An upper bound follows from counting all chains. The energies of an $n$-hop chain with total loss below $T$ fill a volume $T^n/n!$. For any $\theta>0$, the condition that the total advance exceeds $X$ may be replaced by the larger weight $e^{\theta(\sum x_k-X)}$. The expected number of chains is then at most

$$e^{-\theta X}\sum_n\frac{[T\phi(\theta)]^n}{n!}=e^{T\phi(\theta)-\theta X},\qquad \phi(\theta)=\int_{-1}^1\pi(1-x^2)e^{\theta x}dx .$$

Integration by parts, with $1-x^2$ vanishing at both ends, gives

$$\phi=\frac{2\pi}\theta\int_{-1}^1xe^{\theta x}dx=\frac{2\pi}\theta\left(\frac{2\cosh\theta}\theta-\frac{2\sinh\theta}{\theta^2}\right)=\frac{4\pi(\theta\cosh\theta-\sinh\theta)}{\theta^3}.$$

If $X/T>\phi/\theta$, the expected number tends to zero. Hence $v\le\min_\theta\phi/\theta=2.98$, reached at $\theta=2.40$.

Direct simulation of the front in periodic cells of width 6, 8 and 12 hop lengths gave $1.45\pm0.06$, $1.47\pm0.04$ and $1.55\pm0.04$ (standard errors). The value from the widest cell, 1.549, is used below without extrapolation. This value is not yet converged in width: cells of width 24 and 36 give about 1.59 and 1.60, each $\pm0.02$, some 3% higher. Using 1.60 would lower $F_0$ by about 3% and, since $R_c\propto v^{-1/4}$, lower $R_c$ and the exponents by a little under 1%. The last digits of the numbers below are uncertain to that extent.

## Test of the power on random networks

For a given set of sites the bottleneck can be found without the front argument:

1. Keep the sites with $-fL<E<0$ and sort them by decreasing $E$.
2. Give each site the starting value $B_j=x_j$.
3. Go down the list, replacing $B_j$ for every lower site $j$ by the smaller of $B_j$ and $\max(B_i,r_{ij})$.
4. The result is the smallest of $L$ and all values $\max(B_i,L-x_i)$.

This was done for cells 40 nm thick and 18 nm wide with $g=0.1\ \mathrm{eV^{-1}nm^{-3}}$, all held fixed while the field changed by a factor of 16. The mean bottleneck fell from 4.75 nm at 0.125 MV/cm to 2.32 nm at 2 MV/cm; equation (4) gives 4.77 and 2.38 nm. The fitted power of $F$ was $-0.256$, within the tolerance of 0.04 around $-1/4$ set for finite cells and few samples.

All five means lie below $R_c$, by 0.4 to 3.4%. One cause can be derived. The last hop begins up to $R$ before the collector, so the front need cover only $L-R$. This lowers $B$ by a fraction of about $R_c/(4L)$, or 1.5 to 3% here. The first hop can give a similar gain, because a wide electrode offers many places to start. These shifts are of the observed order, but they should be largest at the weakest field, where the observed difference is smallest. The shape of the cell matters at the same level. At 0.5 MV/cm, doubling the width to 36 nm lowers the mean bottleneck by about 3%, while a cell 18 nm wide and 160 nm thick gives 3.42 nm, 1.4% above $R_c$, because a narrow cell slows the front. Agreement with (4) in these cells therefore holds only to a few percent.

## Worked example

Take rough values for unhydrogenated amorphous silicon, a material used in resistive switches: $g=10^{20}\ \mathrm{eV^{-1}cm^{-3}}=0.1\ \mathrm{eV^{-1}nm^{-3}}$, $a=0.5$ nm and $L=40$ nm. The field is 0.5 MV/cm, or 0.05 V/nm, which corresponds to 2 V across the film if the field is uniform. With energies in eV and lengths in nm, $f$ has the same numerical value as $F$ in V/nm:

$$R_c=(1.549\times0.1\times0.05)^{-1/4}\ \mathrm{nm}=3.37\ \mathrm{nm},\qquad \frac{2R_c}a=13.5 .$$

For $F_0$ in SI units, $eg=10^{26}\ \mathrm{V^{-1}m^{-3}}$, and

$$F_0=\frac{16}{1.549\times10^{26}\times(5\times10^{-10})^4}\ \frac{\mathrm V}{\mathrm m}=1.65\times10^{12}\ \mathrm{V/m}=1.65\times10^4\ \mathrm{MV/cm}.$$

This large value is a scale parameter, not a field that could be applied.

At 0.25 and 1 MV/cm the exponent is 16.0 and 11.3. Relative to its value at 0.5 MV/cm, the exponential factor is multiplied by 0.078 and 8.5. Differentiating the exponent in (1) gives the local slope of the exponential factor

$$\frac{d}{d\ln F}\left[-\left(\frac{F_0}F\right)^{1/4}\right]=\frac14\left(\frac{F_0}F\right)^{1/4},$$

which is 3.4 at 0.5 MV/cm. The undetermined prefactor can depend on the field too; if it varies as $F^m$, it adds $m$ to the slope of $\ln I$. Over a narrow range of field the law resembles a power law, and a straight line in one plot does not identify the mechanism.

If the prefactor were constant, a fit of $\ln I$ against $F^{-1/4}$ would yield $F_0$, and thus the product $ga^4$. At exponents as small as these its variation matters: near 0.5 MV/cm, a prefactor proportional to $F$ would raise the fitted $F_0$ almost threefold. A density extracted from $F_0$ inherits four times the relative error of $a$, for small errors. It also depends on $v$: replacing 1.549 by $\pi/4$ doubles $F_0$, to $3.26\times10^4$ MV/cm, and raises the exponent from 13.5 to about 16.

## Where the law stops

**Temperature.** Suppose a hop needs an additional energy $\Delta$. The field supplies it if the electron goes further by $\Delta/f$, which adds $2\Delta/(fa)$ to the exponent. Heat supplies it at a cost $\Delta/kT$. The field is the cheaper source when

$$kT<\frac{eFa}2 .\tag{5}$$

"Strong field" means that this holds by a good margin. In the example the two costs are equal at 145 K.

The argument for (2) also works at finite temperature, with the exponent $2r/a+\max(\Delta E,0)/kT$ for each hop, where $\Delta E$ is the change in $E$. It bounds the current from above, because it ignores the small occupation of high levels. In six cells of the example film, 20 nm wide, the mean exponent was 13.2 at zero temperature. The bounding exponent was 12.9 at 10 K, 12.6 at 77 K and 11.1 at 300 K. Heating to 300 K can thus raise the exponential factor by at most about $e^{2.1}\approx8$, prefactors aside. The number of allowed hops, the factor $P$ in (2), is large here and has been left out, so this is an estimate and not a strict limit on the current. Nor does it say how much of the increase occurs. The figure 2.1 is a mean; in single cells of this size the drop ranges from about 1 to 3.4. It also assumes one value of $a$ for all sites.

**High field.** Let the trap depth be $\Phi=0.7$ eV, which with $a=0.5$ nm implies a tunnelling mass of 0.22 electron masses. A site higher in energy by $\delta$ is shallower, and its $a$ is larger by a fraction of about $\delta/(2\Phi)$, or 12% for $\delta=eFR_c$. The model leaves this out and uses one value of $a$ for all sites. The field tilts the barrier, so for a hop of length $R_c$ along the field the exponent becomes

$$\frac2a\int_0^{R_c}\sqrt{1-\frac{fx}\Phi}\,dx=12.6$$

instead of 13.5. To first order the relative change is $fR_c/(4\Phi)$, which grows as $F^{3/4}$. An electron can also tunnel straight into the conduction band. The upper limit is then $\Phi/f$, and the integral gives $4\Phi/(3fa)=37.3$. This exponent falls as $1/F$ and meets the hopping exponent (1), which leaves out the tilt, at 1.9 MV/cm. With the tilt included for a hop along the field, the two integrals become equal when $fR_c=\Phi$, at about 3.3 MV/cm.

With these parameters, (5) at 300 K requires more than 1.0 MV/cm. Direct ionization from depth $\Phi$ takes over at a field only about two to three times higher, and escape in steps comes earlier. An electron that climbs to shallower sites hops more easily and can finally tunnel into the band. Let each hop have the tilted barrier of the site it starts from, keep the density constant up to the band edge, and ignore retrapping. Networks of the example film then give an exponent of about 11.7 instead of 13.2 at 0.5 MV/cm, and 8.3 instead of 11.1 at 1 MV/cm. From 0.5 MV/cm upward the best path ends in the band in most cells. The power of $F$ fitted between 0.25 and 1 MV/cm is then about $-0.43$, against $-0.28$ with the tilt alone. With these parameters the law (1) needs $eFR_c$ well below $\Phi$, at 0.25 MV/cm or less, and no field range is left for it at room temperature.

**Low field.** Repulsion between electrons depletes the density of states near the Fermi level. With a rough relative permittivity of 12, the energy scale of this Coulomb gap is $(e^2/4\pi\epsilon_0\epsilon_r)^{3/2}g^{1/2}=0.013$ eV. The energy scale of a hop, $eFR_c$, is 0.17 eV at 0.5 MV/cm and varies as $F^{3/4}$. The two become equal near 0.02 MV/cm, and a constant density is no longer a fair assumption there.

**Space charge.** The law assumes a uniform field. Let the film be neutral when the states with $\varepsilon<0$ are full. Near the injecting electrode, states up to $E=0$, that is up to $\varepsilon=fx$, can be filled. If they are full to a depth $R_c$, the extra charge per area is $e\,gfR_c^2/2$, and it changes the field by the fraction $e^2gR_c^2/(2\epsilon_0\epsilon_r)$. With $\epsilon_r=12$ this is 0.86 in the example. The depth $R_c$ is assumed, not computed from the occupations, so the figure gives only an order of magnitude. A similar layer of opposite charge forms at the collecting electrode. The field near the electrodes can therefore differ strongly from the voltage divided by $L$. The numbers in the example hold for an imposed uniform field; a prediction for a given voltage would need the field and the occupations to be solved together.

**Band width.** Removing all sites with $|\varepsilon|>0.7$ eV, about four times $eFR_c$, left the mean exponent of the six cells unchanged at 13.184.

**Thin layers.** If the sites lie in a layer much thinner than $R_c$ and the field is in its plane, $g$ is replaced by a density $g_2$ per area and energy. The scaling argument then gives a front speed $v_2g_2R^3$, and

$$\frac{2R_c}a=\left(\frac{8}{v_2\,e\,g_2\,a^3F}\right)^{1/3},\qquad v_2\ge\int_0^12x\sqrt{1-x^2}\,dx=\frac23 .$$

The power is $-1/3$ instead of $-1/4$. This case was not simulated.

## Relation to real devices

The example describes a uniform film, not a switch in which a conducting filament has formed. The chosen density is high for a disordered semiconductor. With ten times fewer states and all else fixed, the exponent grows by $10^{1/4}=1.78$, to 24. A memory device in ordinary use is not at zero temperature. At 300 K and 0.5 MV/cm condition (5) fails, so the field law (1) should not be expected to hold there. The estimate above, a mean over cells with one value of $a$, allows the exponential factor to grow by roughly eight, and the prefactor may change as well. Along a path that keeps pace with the field, the mean energy lost per hop is $eF$ times the mean advance, hence less than $eFR_c=0.17$ eV. Single hops can lose more than the largest phonon energy in silicon, roughly 0.06 eV. They must emit several phonons, which makes $\nu_0$ smaller and dependent on the energy lost; this effect was not sized. With a rough $\nu_0=10^{12}\ \mathrm{s^{-1}}$, the scale $e\nu_0e^{-2R_c/a}/R_c^2$ is 2 A/cm². At that current density, and with a rough thermal conductivity of 1 W/(m K), Joule heating of the film's centre above the temperature of the electrodes is about $2\times10^{-4}$ K and can be ignored. The field is one sixth of an assumed breakdown field of 3 MV/cm. The real breakdown field depends on the film and may be lower, so it must be checked for each case. The crossover to direct ionization at 3.3 MV/cm lies above even the assumed value, but escape in steps through shallower sites already matters at the example field. The numerical output below lists the remaining values.

## Calculated quantities

```
SMALL CELLS, exact master equation (lengths in scaled units)
cell 1: bottleneck 1.8267, -ln(I/e nu0)/(2/a) at 2/a=40: 1.8266
cell 2: bottleneck 1.0184, -ln(I/e nu0)/(2/a) at 2/a=40: 1.0188
sites per cell 6, allowed hops at most 28
FRONT SPEED v (pure number)
lower bound 0.7854, upper bound 2.9810 at theta 2.399
simulated, width 6: 1.452 +- 0.060
simulated, width 8: 1.467 +- 0.039
simulated, width 12: 1.549 +- 0.035
value used below (width 12): 1.549
NETWORKS: thickness 40 nm, side 18 nm
F=0.125 MV/cm: bottleneck 4.746 +- 0.043 nm, R_c formula 4.767 nm (40 cells)
F=0.250 MV/cm: bottleneck 3.968 +- 0.028 nm, R_c formula 4.009 nm (30 cells)
F=0.500 MV/cm: bottleneck 3.256 +- 0.031 nm, R_c formula 3.371 nm (16 cells)
F=1.000 MV/cm: bottleneck 2.802 +- 0.038 nm, R_c formula 2.835 nm (8 cells)
F=2.000 MV/cm: bottleneck 2.324 +- 0.049 nm, R_c formula 2.384 nm (4 cells)
fitted power of F in the bottleneck: -0.256
EXAMPLE (rough values, unhydrogenated amorphous silicon)
g = 1.0e+20 /(eV cm3), a = 0.5 nm, trap depth 0.7 eV
thickness 40 nm, field 0.50 MV/cm, voltage 2.00 V
F0 = 1.653e+12 V/m = 1.653e+04 MV/cm
F0 with v = pi/4: 3.259e+04 MV/cm; with upper bound on v: 8.588e+03 MV/cm
critical hop R_c = 3.371 nm, exponent 2R_c/a = 13.484
F=0.25 MV/cm: exponent 16.035, exponential factor relative to 0.50 MV/cm: 0.078
F=1.00 MV/cm: exponent 11.339, exponential factor relative to 0.50 MV/cm: 8.55
NEGLECTED EFFECTS at the example field
crossover temperature eFa/(2k) = 145.1 K
network exponent, T=0, all energies: 13.184
network exponent, T=0, |eps| < 0.7 eV: 13.184
network exponent bound at 10 K: 12.914
network exponent bound at 77 K: 12.628
network exponent bound at 300 K: 11.108
mass implied by a and trap depth: 0.218 electron masses
exponent of a hop R_c along the field, tilted barrier: 12.636
field-ionization exponent 37.33; equals the hopping exponent at 1.94 MV/cm
energy scale per hop eF R_c = 0.169 eV
Coulomb energy at R_c 0.0356 eV, Coulomb gap scale 0.0131 eV (permittivity 12, rough)
current scale e nu0 exp(-2R_c/a)/R_c^2 = 1.96e+00 A/cm2 (rough nu0 1e+12 /s)
Joule heating of film centre 2.0e-04 K (rough conductivity 1 W/(m K))
field / rough breakdown field of 3 MV/cm: 0.17
```
